# Projected position operators, Wannier function spread and the Berry curvature, part 1

(Sections cited here and not found follow in the second part.)

A calculation that needs localized orbitals for the valence bands of an insulator must decide how to get them: by minimizing the spread iteratively over all $k$-dependent unitary mixings of the bands, or by diagonalizing the position operator inside the band space once. It must also decide what value of the spread counts as converged. In one dimension the diagonalization gives the exact global minimum, and the target is a zone average of the quantum metric. In two or three dimensions the projected coordinates in general do not commute, their commutator is the Berry curvature, and that target is out of reach unless the curvature vanishes at every $k$.

### Setting and the action of position in $k$-space

Hartree atomic units are used. $H$ is a one-particle Hamiltonian with lattice periodicity in an infinite crystal, so the coordinate $x$ is a well-defined operator. A group of $J$ bands is separated from all others by a gap at every $k$. $P$ projects on this group and $Q=1-P$. The zone average is $\langle\cdots\rangle_k=V_c(2\pi)^{-d}\int_{\rm BZ}d^dk\,(\cdots)$, with $V_c$ the cell volume.

Any square-integrable state can be written as

$$\Psi(\mathbf r)=\langle e^{i\mathbf k\cdot\mathbf r}\varphi_{\mathbf k}(\mathbf r)\rangle_k,\qquad \varphi_{\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}\varphi_{\mathbf k},\tag{1}$$

where $\varphi_{\mathbf k}$ is cell periodic, and the second condition makes $e^{i\mathbf k\cdot\mathbf r}\varphi_{\mathbf k}$ periodic in $\mathbf k$. Inner products are $\langle\Psi|\Psi'\rangle=\langle\langle\varphi_{\mathbf k}|\varphi'_{\mathbf k}\rangle\rangle_k$, the inner bracket being an integral over one cell. A translation by $\mathbf R$ multiplies $\varphi_{\mathbf k}$ by $e^{-i\mathbf k\cdot\mathbf R}$, as the replacement $\mathbf r\to\mathbf r-\mathbf R$ in (1) shows. A lattice-periodic operator $O$ acts on $\varphi_{\mathbf k}$ at fixed $\mathbf k$ as an operator $O_{\mathbf k}$; in particular $H_{\mathbf k}=\tfrac12(\mathbf p+\mathbf k)^2+V$, and $P_{\mathbf k}$ is the rank-$J$ projector on its eigenvectors in the group, with $P_{\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}P_{\mathbf k}e^{i\mathbf G\cdot\mathbf r}$.

Write $\partial_\mu=\partial/\partial k_\mu$. Since $x_\mu e^{i\mathbf k\cdot\mathbf r}=-i\partial_\mu e^{i\mathbf k\cdot\mathbf r}$,

$$x_\mu\Psi=\langle -i\partial_\mu(e^{i\mathbf k\cdot\mathbf r}\varphi_{\mathbf k})\rangle_k+\langle e^{i\mathbf k\cdot\mathbf r}\,i\partial_\mu\varphi_{\mathbf k}\rangle_k .$$

The first term is the zone average of the derivative of a periodic function and vanishes. Hence, for a state in the band space ($\varphi=P\varphi$, with the label $\mathbf k$ dropped),

$$x_\mu\ \to\ i\partial_\mu,\qquad Px_\mu P\ \to\ P\,i\partial_\mu .\tag{2}$$

No choice of gauge has entered.

Three properties of $P_{\mathbf k}$ are needed. Differentiating $P^2=P$ gives $\partial P=(\partial P)P+P\,\partial P$. Multiplying by $P$ on both sides gives $P\,\partial P\,P=2P\,\partial P\,P$, and multiplying by $Q$ on both sides gives zero on the right, so

$$P\,\partial P\,P=0,\qquad Q\,\partial P\,Q=0 .\tag{3}$$

Differentiating $\varphi=P\varphi$ gives $\partial\varphi=(\partial P)\varphi+P\,\partial\varphi$, and so

$$Q\,\partial\varphi=Q\,(\partial P)\,\varphi .\tag{4}$$

Differentiating $[H,P]=0$ gives $[\partial H,P]+[H,\partial P]=0$. Its matrix element between an eigenvector $m$ outside the group and $n$ inside is $\langle m|\partial H|n\rangle+(E_m-E_n)\langle m|\partial P|n\rangle=0$, so

$$\langle m|\partial_\mu P|n\rangle=\frac{\langle m|\partial_\mu H|n\rangle}{E_n-E_m}.\tag{5}$$

By (3) these elements and their conjugates are all of $\partial P$. Only gaps between the group and the rest appear, so crossings inside the group are harmless. Moreover $P_{\mathbf k}=(2\pi i)^{-1}\oint dz\,(z-H_{\mathbf k})^{-1}$ with a contour in the gap. $H_{\mathbf k}$ is a polynomial in $\mathbf k$, the resolvent stays analytic while the spectrum keeps off the contour, and the zone is compact, so $P_{\mathbf k}$ is analytic in a strip $|{\rm Im}\,k_\mu|<\kappa$ with $\kappa>0$.

### The two parts of the spread

A Wannier basis is an orthonormal basis $|\mathbf Rn\rangle$ of the band space made of translates of $J$ functions $|\mathbf 0n\rangle$. If $|\mathbf 0n\rangle$ corresponds to $u_{n\mathbf k}$ in (1), then $\langle\mathbf Rm|\mathbf 0n\rangle=\langle e^{i\mathbf k\cdot\mathbf R}\langle u_m|u_n\rangle\rangle_k$. This equals $\delta_{\mathbf R\mathbf 0}\delta_{mn}$ for all $\mathbf R$ exactly when $\langle u_m|u_n\rangle=\delta_{mn}$ at each $\mathbf k$, by uniqueness of Fourier coefficients. A Wannier basis is thus the same thing as an orthonormal frame of $J$ vectors in the range of $P_{\mathbf k}$ obeying the periodicity in (1). Only bases of finite spread are considered.

For one Cartesian direction the spread is $\Omega=\sum_n(\langle x^2\rangle_n-\langle x\rangle_n^2)$. Insert $1=Q+P$ between the two factors of $x$ and expand $P=\sum_{\mathbf Rm}|\mathbf Rm\rangle\langle\mathbf Rm|$. The term $\mathbf Rm=\mathbf 0n$ of the sum is $\langle x\rangle_n^2$ and cancels, leaving

$$\Omega=\Omega_I+\tilde\Omega,\qquad \Omega_I=\sum_n\langle\mathbf 0n|xQx|\mathbf 0n\rangle,\qquad \tilde\Omega=\sum_n\sum_{\mathbf Rm\ne\mathbf 0n}|\langle\mathbf Rm|x|\mathbf 0n\rangle|^2 .\tag{6}$$

In $d$ dimensions each quantity is summed over the $d$ coordinates.

By (2) and (4), $QxP$ acts at fixed $\mathbf k$ as $iQ\,\partial P\,P$, with no derivative left on the state. Then $PxQxP=(QxP)^\dagger(QxP)$ acts as $P\,\partial P\,Q\,\partial P\,P$, and the sum over the frame in (6) is a trace over the range of $P_{\mathbf k}$. By (3), ${\rm Tr}(\partial P)^2={\rm Tr}\,P\,\partial P\,Q\,\partial P+{\rm Tr}\,Q\,\partial P\,P\,\partial P$, and the two terms are equal by cyclicity. Therefore

$$\Omega_I=\langle{\rm Tr}\,g\rangle_k,\qquad {\rm Tr}\,g=\tfrac12{\rm Tr}(\partial P)^2=\sum_n\langle\partial u_n|Q|\partial u_n\rangle,\tag{7}$$

where the last form uses (4) for $u_n$, and $g$ is the quantum metric. $\Omega_I$ depends on $P_{\mathbf k}$ alone and is the same for every Wannier basis, while $\tilde\Omega\ge0$. So $\Omega\ge\Omega_I$. Since $PxP|\mathbf 0n\rangle=\sum_{\mathbf Rm}|\mathbf Rm\rangle\langle\mathbf Rm|x|\mathbf 0n\rangle$,

$$\Omega=\Omega_I\iff\text{every }|\mathbf 0n\rangle\text{ is an eigenvector of every }Px_\mu P .\tag{8}$$

What remains is whether such eigenvectors exist and form a Wannier basis.

### One dimension

Let $a$ be the period and $b=2\pi/a$. By (2) the eigenvalue problem is $P\,i\partial_k\varphi=\lambda\varphi$ with $\varphi=P\varphi$. Put $\varphi_k=e^{-i\lambda k}\chi_k$. Then $i\partial\varphi=e^{-i\lambda k}(\lambda\chi+i\partial\chi)$, and the equation becomes $P\,\partial\chi=0$. Combined with $\partial\chi=(\partial P)\chi+P\,\partial\chi$ this is parallel transport,

$$\partial_k\chi=(\partial_kP)\,\chi .\tag{9}$$

Conversely, a solution of (9) that starts in the range of $P_{k_0}$ solves the original problem. Let $\xi=Q\chi$. Then $\partial\xi=-(\partial P)\chi+Q(\partial P)\chi=-P(\partial P)\chi=-P(\partial P)\xi$, where (3) removes the $P\chi$ part. This linear equation with $\xi_{k_0}=0$ has only the solution $\xi=0$, so $\chi=P\chi$ and $P\,\partial\chi=P\,\partial P\,P\chi=0$. For two solutions, $\partial\langle\chi|\chi'\rangle=\langle P\partial\chi|\chi'\rangle+\langle\chi|P\partial\chi'\rangle=0$: transport preserves inner products.

Take an orthonormal basis $\chi_n(k_0)$, $n=1,\dots,J$, and transport it across the zone. Both $\chi_n(k_0+b)$ and $e^{-ibx}\chi_m(k_0)$ are orthonormal bases of the range of $P_{k_0+b}$, so the Wilson loop

$$W_{mn}=\langle e^{-ibx}\chi_m(k_0)\,|\,\chi_n(k_0+b)\rangle\tag{10}$$

is a unitary $J\times J$ matrix. The general solution is $\varphi_k=e^{-i\lambda k}\sum_n\chi_n(k)v_n$ with constant $v$. At the far end of the zone, $\varphi_{k_0+b}=e^{-i\lambda(k_0+b)}\sum_m e^{-ibx}\chi_m(k_0)(Wv)_m$. Condition (1) requires this to equal $e^{-ibx}\varphi_{k_0}=e^{-i\lambda k_0}\sum_me^{-ibx}\chi_m(k_0)v_m$, that is

$$Wv=e^{i\lambda b}v .\tag{11}$$

The condition at $k_0$ suffices for all $k$, because $\varphi_{k+b}$ and $e^{-ibx}\varphi_k$ obey the same first-order equation in $k$. A unitary $W$ has $J$ orthonormal eigenvectors $v^{(j)}$ with eigenvalues $e^{i\theta_j}$, so the eigenvalues of $PxP$ are

$$\lambda=\lambda_j+Ra,\qquad \lambda_j=\theta_j/b,\qquad R\in\mathbb Z .\tag{12}$$

Define $u_{jk}=e^{-i\lambda_jk}\sum_n\chi_n(k)v^{(j)}_n$. The eigenfunction with eigenvalue $\lambda_j+Ra$ is $e^{-ikRa}u_{jk}$, the translate of $u_{jk}$ by $R$ cells. The $u_{jk}$ are $J$ orthonormal vectors at each $k$, because transport preserves inner products and the $v^{(j)}$ are orthonormal, and they obey (1). They are a Wannier frame. The eigenfunctions are therefore a complete orthonormal basis of the band space, $PxP$ has no other spectrum, and by (8) this basis attains the global minimum $\Omega=\Omega_I$. Each function is centred at its eigenvalue, $\langle x\rangle=\langle PxP\rangle=\lambda_j+Ra$.

The functions decay exponentially. Equation (9) is linear with coefficients analytic in the strip, so $u_{jk}$ is analytic there. For $x$ in the home cell, $w_j(x+Ra)=\langle e^{ikRa}e^{ikx}u_{jk}(x)\rangle_k$. Moving the path to $k+i\eta$, with $\eta$ of the sign of $R$ and $|\eta|<\kappa$, changes nothing, since the two vertical pieces cancel by periodicity, and it brings out a factor $e^{-|\eta R|a}$ times a bounded average.

By (8) every minimizer consists of eigenvectors of $PxP$. If the $\theta_j$ are distinct modulo $2\pi$, the ladders (12) never coincide and each eigenvalue is simple. Each $|0n\rangle$ is then a phase times a translate of some $w_j$, and orthogonality of all translates forces different $n$ to use different $j$. If two $\theta_j$ coincide, any constant unitary mixing of the functions with a common centre is also a minimizer.

For $J=1$ and any smooth periodic $u_k$ with $A=i\langle u|\partial u\rangle$, the vector $\chi=e^{i\int_{k_0}^kA}u$ satisfies $\langle u|i\partial\chi\rangle\propto-A+A=0$. Then $\theta=\oint A\,dk$ is the Berry phase, $\lambda=\langle A\rangle_k$, and the optimal gauge is the one in which $A(k)$ is constant.

The proof uses the gap through (5). In a metal, or for a group that touches another band, $P_k$ is in general not smooth, and the analyticity, and with it the exponential decay, is then lost. On a finite ring $x$ must have a jump somewhere, and (12) then holds for functions far from the jump, with corrections that fall off exponentially with that distance; for the one-band example below the eigenvalue error decays about twice as fast as the amplitude of the function, that is, like its weight at the jump.

### The commutator in higher dimensions

Let $X=PxP$ and $Y=PyP$ act on a twice differentiable $\varphi=P\varphi$. By (2),

$$XY\varphi=P\,i\partial_x(P\,i\partial_y\varphi)=-P(\partial_xP)\,\partial_y\varphi-P\,\partial_x\partial_y\varphi .$$

By (3), $P\,\partial_xP=P\,\partial_xP\,Q$, so (4) replaces $\partial_y\varphi$ by $(\partial_yP)\varphi$ in the first term, after which $Q$ can be dropped again. The second term is symmetric in $x$ and $y$ and cancels in the commutator:

$$[PxP,PyP]\ \to\ -P[\partial_xP,\partial_yP]P=iF(\mathbf k),\qquad F=iP[\partial_xP,\partial_yP]P .\tag{13}$$

All derivatives of the state have gone. The commutator $K=[PxP,PyP]$ is diagonal in $\mathbf k$, bounded and lattice periodic, although $X$ and $Y$ are none of these. $F$ is Hermitian, being $i$ times the commutator of two Hermitian operators. The same follows in real space: $PxPyP=PxyP-PxQyP$ and $xy=yx$ give $K=-(PxQyP-PyQxP)$. The failure to commute comes entirely from excursions out of the band space, and for $P=1$ it vanishes. In three dimensions (13) holds for each pair of coordinates.

In any smooth local frame $u_n$, (4) gives $Q\,\partial_\mu P|u_n\rangle=Q|\partial_\mu u_n\rangle$, so

$$F_{mn}=i\langle\partial_xu_m|Q|\partial_yu_n\rangle-i\langle\partial_yu_m|Q|\partial_xu_n\rangle .\tag{14}$$

With $A_{\mu,mn}=i\langle u_m|\partial_\mu u_n\rangle$, the mixed second derivatives cancel in the curl, $(\partial_xA_y-\partial_yA_x)_{mn}=i\langle\partial_xu_m|\partial_yu_n\rangle-(x\leftrightarrow y)$. Differentiating $\langle u_m|u_l\rangle=\delta_{ml}$ gives $A_{x,ml}=-i\langle\partial_xu_m|u_l\rangle$, so $(A_xA_y)_{mn}=(-i)(i)\langle\partial_xu_m|P|\partial_yu_n\rangle=\langle\partial_xu_m|P|\partial_yu_n\rangle$. Writing $Q=1-P$ in (14),

$$F=\partial_xA_y-\partial_yA_x-i[A_x,A_y].\tag{15}$$

For $J>1$ the commutator is thus the full non-Abelian $J\times J$ curvature. It is neither its trace nor the bare curl of $A$. Under $u\to uU(\mathbf k)$ the matrix changes to $U^\dagger FU$, as (13) shows, so its eigenvalues are gauge invariant. The curl alone shares only the trace with $F$, because ${\rm Tr}[A_x,A_y]=0$.

For a periodic operator the trace per cell is ${\rm tr}_c\,O=\langle{\rm Tr}\,O_{\mathbf k}\rangle_k$. In two dimensions, with cell area $A_c$ and $C=(2\pi)^{-1}\int_{\rm BZ}{\rm Tr}\,F\,d^2k$, the zone average carries $A_c/(2\pi)^2$, and $K^\dagger K\to(iF)^\dagger(iF)=F^2$:

$${\rm tr}_c\,K=i\,\frac{A_c\,C}{2\pi},\qquad {\rm tr}_c\,K^\dagger K=\langle{\rm Tr}\,F^2\rangle_k .\tag{16}$$

A commutator can have a nonzero trace per cell here because ${\rm tr}_c$ is cyclic only for periodic operators, and a translation changes $X$ by a multiple of $P$.

$C$ is an integer. For a rectangular lattice, build a frame periodic in $k_y$ on the line $k_x=0$ by the one-dimensional construction, and transport it along $k_x$. It stays periodic in $k_y$, so $\partial_y{\rm Tr}A_x$ integrates to zero and $2\pi C=\int dk_y\,[{\rm Tr}A_y(b_x,k_y)-{\rm Tr}A_y(0,k_y)]$. The frame at $k_x=b_x$ is the shifted initial frame times $W(k_y)$, so ${\rm Tr}A_y$ gains $i\,{\rm Tr}\,W^\dagger\partial_yW=i\,\partial_y\ln\det W=-\partial_y\sum_j\theta_j$. Hence

$$C=-\frac1{2\pi}\int dk_y\,\partial_y\sum_j\theta_j(k_y),\tag{17}$$

the winding number of the periodic function $\det W(k_y)$ with a minus sign. The $\theta_j(k_y)/b_x$ are the eigenvalues of $PxP$ alone at fixed $k_y$, whose eigenfunctions are localized in $x$ and Bloch-like in $y$. If a frame is smooth and periodic in both directions, ${\rm Tr}F$ is the curl of a periodic field and $C=0$. Exponentially localized Wannier functions have such a frame, so they do not exist for $C\neq0$, while (13) and (16), which use no frame, remain valid.

In one dimension the eigenfunctions of $PxP$ form a Wannier basis that attains the minimum spread $\Omega_I$, while in higher dimensions the projected coordinates have a commutator given by the Berry curvature. It remains to determine when $\Omega_I$ can be reached in higher dimensions, and to check the results on worked examples in one and two dimensions.
